Why Lower Compensation Cuts Drift Resistance at Fixed Ideal Blocking

**The decision: one doping number or two**

A drift-layer calculation must decide whether to pass the mobility model the net doping alone, or the donor and acceptor densities separately. For ideal blocking the net doping suffices. For resistance it does not: in the example below, of two layers that both block 1988 V, the less compensated one has a specific resistance 29% lower than the other.

Let an n-type layer contain D donors and A acceptors per volume, with

N = D − A > 0.

The comparison below removes the same number per volume from each, which keeps N fixed. Removing the same fraction from each changes N and hence the voltage rating.

The algebra uses atomic units, ħ = e = mₑ = 4πε₀ = 1. The relative permittivity is ε, the electron mass m, the thermal energy t = kT, and F the magnitude of the field. Doping is uniform, the junction one-sided and planar, the band parabolic and the electrons nondegenerate. Acceptors are assumed negative both in conduction and in depletion.

**Why blocking sees the difference**

Depletion removes the free electrons. Donors then have no electrons to bind and are all positive, so the charge density is D − A = N. With x measured from the junction, Poisson's equation gives

dF/dx = −4πN/ε, F(x) = F_m − 4πNx/ε.

The field vanishes at the depletion width W, and the voltage, built-in part included, is the area of the field triangle:

W = εF_m/(4πN)
V = F_m W/2 = εF_m²/(8πN).

The peak field F_m at breakdown follows from impact ionization. Take equal coefficients for electrons and holes, α = a exp(−b/F), dependent on the field alone. An electron and its partner hole together traverse the whole layer and create ∫α dx new pairs on average. The avalanche sustains itself when this number is one. Replacing dx by (ε/4πN)dF, with the sign absorbed in the order of the limits, gives

(ε/4πN) ∫₀^{F_m} a exp(−b/F) dF = 1.

Substitute u = b/F, so that dF = −b du/u²:

∫₀^{F_m} exp(−b/F) dF = b ∫_{b/F_m}^∞ e^(−u)/u² du = F_m E₂(b/F_m),

where E₂(z) = ∫₁^∞ e^(−zs)/s² ds. The breakdown condition is

(ε/4πN) a F_m E₂(b/F_m) = 1.

Its left side rises with F_m, so N fixes F_m, and with it W and V. D and A do not enter separately.

Near the depletion edge some electrons and neutral donors remain, and their numbers do depend on A. To test whether this matters, the field was also integrated with the full charge. If ψ is the upward band bending and n₀ the bulk electron density,

ρ(ψ) = D/(1 + n/n₁) − A − n, n = n₀ exp(−ψ/t),

with n₁ defined in the next section. Since F dF/dψ = 4πρ/ε, F² = (8π/ε)∫ρ dψ. Both example layers then break down at 1988.02 V, against 1988.0 V from the formula. The edge correction is confined to a few t of band bending, which is tiny beside 2 kV.

**First loss: compensation binds electrons**

In the conducting layer, let E_d be the donor depth and N_c the effective density of states of the conduction band. With two spin states for the bound electron, the ratio of neutral to ionized donors is

D⁰/D⁺ = 2(n/N_c) exp(E_d/t) = n/n₁
n₁ = (N_c/2) exp(−E_d/t).

Neutrality requires D⁺ = n + A. Hence D⁰ = D − A − n = N − n, and

n(n + A) = n₁(N − n).

The positive root, in a form free of cancellation, is

n = 2n₁N/[A + n₁ + √((A + n₁)² + 4n₁N)].

Differentiate the neutrality equation at fixed N and temperature:

(2n + A + n₁) dn/dA = −n.

The derivative is negative and lies above −1/2. Adding a donor and an acceptor together leaves N unchanged but supplies one more donor site at which an electron can be bound.

The density of charged ions is

I = D⁺ + A = n + 2A
dI/dA = 2 + dn/dA > 3/2.

**Second loss: charges of both signs scatter**

The scattering amplitude from ions of charge Z_j at positions R_j, for momentum transfer q, carries the factor S = Σ Z_j exp(iq·R_j). Its square is

|S|² = Σ Z_j² + Σ_{i≠j} Z_i Z_j exp[iq·(R_i − R_j)].

For independent random positions the cross terms average to zero at nonzero q. What remains is the number of ions, since Z_j² = 1 for either sign. Space charge adds charges; random scattering adds their squares.

In a sampled box with 30 donors and 25 acceptors the mean of |S|² was 55.4, close to 30 + 25 and far from (30 − 25)² = 25. With each acceptor placed beside a donor, at 2% of the box edge, it fell to 5.3. Such a pair is a dipole, whose two amplitudes nearly cancel when q times the separation is small. The argument therefore needs ions whose positions are uncorrelated. Close pairs are the strong case, but weaker long-range correlation also matters: if the ions froze in with the Debye–Hückel charge correlation of a growth temperature of 1000 to 1300 K, the resistance ratio of the example below would move from 0.71 to about 0.73.

The strength of each scatterer follows from its screened potential φ. Electrons respond as n exp(φ/t) ≈ n(1 + φ/t), so away from the ion

∇²φ = β²φ, β² = 4πn/(εt).

Free electrons alone are taken to screen. The Fourier transform of the potential energy has magnitude 4π/[ε(q² + β²)]. In the Born approximation, the golden rule with the weight 1 − cosθ for loss of forward momentum gives

1/τ_I = 2πI ∫ d³k′/(2π)³ {4π/[ε(q² + β²)]}² (1 − cosθ) δ(E − E′).

The azimuth gives 2π and the radial integral over the delta function gives mk. With u = 1 − cosθ and q² = 2k²u,

1/τ_I = (8πImk/ε²) ∫₀² u du/(2k²u + β²)².

Set s = 2k²u + β², so u = (s − β²)/(2k²) and du = ds/(2k²). The integral becomes

(1/4k⁴) ∫ (1/s − β²/s²) ds = (1/4k⁴)[ln s + β²/s],

taken from β² to β² + 4k². With B = 4k²/β² the result is

1/τ_I = 2πImL/(ε²k³)
L = ln(1 + B) − B/(1 + B).

Now lower A at fixed N. I falls. At the same time n rises, so β² rises and B falls; because dL/dB = B/(1 + B)² is positive, L falls too. Each ion is slightly better screened and there are fewer of them, so τ_I rises at every energy. The ion count is the main effect. Donors that fill and empty also screen, and including them makes the screening density n + D⁺D⁰/D. In the example below this is 9.98×10¹⁵ and 9.99×10¹⁵ cm⁻³, nearly equal in the two layers, and the resistance ratio stays at 0.71.

**From scattering time to resistance**

Let the lattice contribute a relaxation time τ_L that is independent of energy and impurities. At each energy the rates add:

1/τ = 1/τ_L + 1/τ_I.

A small field along x changes the Maxwell distribution f by −τFv_x f/t, for an electron of charge −1. The mean velocity is −F⟨τv_x²⟩/t, so the mobility is μ = ⟨τv_x²⟩/t. Isotropy gives v_x² → 2E/(3m). With x now denoting E/t, and the density of states proportional to √x,

μ = [2/(3m)] ∫₀^∞ x^(3/2) e^(−x) τ dx/Γ(3/2)
 = (1/m) ∫₀^∞ x^(3/2) e^(−x) τ dx/Γ(5/2),

since Γ(5/2) = (3/2)Γ(3/2). The resistance of unit area in the on-state, with the whole width W undepleted, is

R = W/(nμ).

At fixed N, W is fixed while n and μ both rise as A falls. Within this model R must fall; how much depends on the lattice.

**How large: a 2 kV example**

The parameters are round values: m = 0.2, ε = 9.5, donor depth 0.020 eV, lattice mobility 1200 cm²/Vs at 300 K, a = 4×10⁶ cm⁻¹ and b = 18 MV/cm. Both layers have N = 10¹⁶ cm⁻³.

The breakdown condition gives F_m = 2.752 MV/cm and W = 14.45 μm, so

V = ½ × 2.752×10⁶ V/cm × 1.445×10⁻³ cm ≈ 1988 V.

The heavily compensated layer has D = 6×10¹⁶ and A = 5×10¹⁶ cm⁻³. Removing 4.5×10¹⁶ cm⁻³ from each gives the light layer, D = 1.5×10¹⁶ and A = 0.5×10¹⁶ cm⁻³.

Heavy layer:
n = 8.98×10¹⁵ cm⁻³
I = n + 2A = 1.09×10¹⁷ cm⁻³
μ = 838 cm²/Vs

Light layer:
n = 9.72×10¹⁵ cm⁻³
I = 1.97×10¹⁶ cm⁻³
μ = 1094 cm²/Vs

Restoring the elementary charge in R = W/(enμ),

R_heavy = 1.445×10⁻³/(1.602×10⁻¹⁹ × 8.98×10¹⁵ × 838) ≈ 1.20×10⁻³ Ω cm²
R_light = 1.445×10⁻³/(1.602×10⁻¹⁹ × 9.72×10¹⁵ × 1094) ≈ 0.85×10⁻³ Ω cm².

The ratio splits into a carrier factor and a mobility factor:

R_light/R_heavy = 0.923 × 0.766 = 0.707.

Most of the gain comes from mobility. The released electrons supply the rest, and their share is the value obtained when only the ground state of the donor is counted.

The ion density falls 5.5-fold, yet the mobility rises by only 31%, because the lattice limits both layers. With ions as the only scatterers the mobilities would be 4570 and 25,500 cm²/Vs. Adding these reciprocally to the lattice value gives 950 and 1146 cm²/Vs, above the energy-averaged 838 and 1094.

The sign of that error is general for two positive relaxation times. For any number s,

τ_Lτ_I/(τ_L + τ_I) ≤ s²τ_L + (1 − s)²τ_I,

because the left side is the minimum of the right over s. Averaging both sides and then choosing the best s shows that the true mobility cannot exceed the reciprocal sum of the separate mobilities. Here the shortcut gives a resistance ratio of 0.923 × 950/1146 ≈ 0.77 and understates the gain.

**Two limits**

With no acceptors and the same N, R is 0.805 mΩ cm², just 5% below the light layer. If every donor were ionized and no ion scattered, it would be W/(eNμ_L) ≈ 0.75 mΩ cm². For a donor this shallow, further purification buys little once the lattice dominates. For a deeper donor the carrier factor keeps growing: at a depth of 0.10 eV the light layer's mobility is 92% of the lattice value, yet removing its acceptors still lowers R by 15%.

The opposite limit has A ≫ N and ion scattering much stronger than lattice scattering. Then I ≈ 2A, and neglecting n beside A + n₁ gives n ≈ n₁N/(n₁ + A). Hence

R ∝ A(1 + A/n₁),

apart from the slowly varying L. The first factor counts scatterers and the second the lost carriers. This shows the trend; the Born and screening approximations become less secure there.

**How firm is the 29%?**

One main theoretical uncertainty at 300 K is screening. In the heavy layer the Debye length 1/β is 39 nm, while the ion spacing I^(−1/3) is 21 nm, so the screened clouds overlap. The summed potential of random screened ions has variance I∫[exp(−βr)/(εr)]² 4πr² dr = 2πI/(ε²β). Its rms value is about t in the heavy layer and 0.4t in the light one, so the linearization in φ/t is stretched in the heavy layer. An alternative stops each collision at half the ion spacing, s_m. For an unscreened ion, a classical orbit with impact parameter s obeys tan(θ/2) = b₀/s with b₀ = m/(εk²), so 1 − cosθ = 2b₀²/(s² + b₀²). The momentum-loss cross section is

σ = ∫₀^{s_m} 2πs × 2b₀²/(s² + b₀²) ds = 2πb₀² ln(1 + s_m²/b₀²).

The rate I(k/m)σ has the earlier form with L replaced by this logarithm. The resistance ratio becomes 0.79. Neither cutoff is a full theory of overlapping ions; for a lattice relaxation time independent of energy, together they suggest a gain of roughly 20 to 30%. A lattice time that varies with energy would shift this range.

The carrier factor is also uncertain, because the donor is shallower than t and only its ground state was counted. Adding the second hydrogen-like shell, eight states at depth E_d/4, changes the carrier factor from 0.92 to 0.80 and the resistance ratio to 0.61. Planck–Larkin counting, which replaces the weight exp(y) of each level of depth yt by exp(y) − 1 − y, gives 0.98 and 0.75. The orbit of the second shell, about 13 nm, is as large as half the donor spacing in the heavy layer, so neither count is exact. The mobility factor stays at 0.76 to 0.77 in both.

The Born approximation matters less. Partial-wave cross sections for the same screened potential, at energy 3t in the heavy layer, are 0.94 of the Born value for donors and 0.86 for acceptors. The two signs are no longer equivalent, but both still scatter strongly. The departure from Born grows at lower energy, so using these factors at all energies and in both layers is only a rough estimate; it changes the resistance ratio to 0.72.

Temperature matters more. At 425 K, with the lattice mobility taken to fall as T⁻², the ratio is 0.85. The lattice takes a larger share of the scattering, faster electrons are deflected less by ions, and more donors are ionized. A gain quoted at room temperature should not be carried to a hot device.

The gain also depends on the chosen parameters. With Debye screening, a donor depth of 0.030 eV gives a ratio of 0.68, lattice mobilities of 900 and 1500 cm²/Vs give 0.74 and 0.68, and 0.030 eV together with 1500 cm²/Vs gives 0.66.

Two further corrections are small. Raising the mass to 0.22 at fixed lattice mobility leaves the ratio at 0.71. The electron density is 0.4% of N_c in the light layer, so degeneracy is weak.

**When blocking does change**

Blocking changes if the acceptors change their charge. In depletion, an acceptor loses its electron by emission to the conduction band and regains one by emitting a hole to the valence band. Take a level E_a above the valence edge and equal capture coefficients, and leave out the degeneracy of the level, which would change the result by a factor of order ten. Detailed balance then gives the ratio of these rates:

e_n/e_p = (N_c/N_v) exp[−(E_g − 2E_a)/t].

For E_g = 3.4 eV, E_a = 0.9 eV and a valence mass of 1.5 it is about 6×10⁻²⁹, so thermal emission leaves the acceptor negative. Holes supplied by leakage, avalanche or earlier injection could still be captured and neutralize it; they are not included here, and few are needed. In steady state, neglecting electron capture, the ratio of neutral to negative acceptors is p/[N_v exp(−E_a/t)], so 1% are neutral at a hole density p of about 4×10² cm⁻³. A field lowers the barrier to hole emission along its own direction by roughly 2√(F/ε), 0.41 eV at F_m. This raises the density to about 3×10⁹ cm⁻³ at the peak field, but only to 3×10⁷ cm⁻³ where the field is F_m/2; averaging over emission directions lowers both figures more than tenfold. Neutralizing 1% of the heavy layer's acceptors throughout lowers the voltage to 1916 V. Because acceptors in the low-field part are neutralized first, a uniform hole density of about 4×10⁶ cm⁻³ already gives this voltage with the full barrier lowering, and 3×10⁹ cm⁻³ gives about 1200 V. For a deep acceptor the assumption of fixed charge must therefore be checked under bias. A level in the upper half of the gap can behave differently. If all acceptors in the heavy layer became neutral, the space charge would be D and the voltage would fall to 531 V. Removing all acceptors while leaving the donors at 6×10¹⁶ cm⁻³ has the same result.

Errors in the difference also change the voltage. A 1% excess of donors in the heavy layer raises N by 6% and lowers the voltage from 1988 to 1902 V. In the light layer the same relative error raises N by only 1.5%. Lower compensation therefore also makes the voltage less sensitive to relative dosing errors; an equal absolute error shifts both layers alike.

Discrete ions roughen the field. For the heavy layer's 1.1×10¹⁷ ions per cm³, randomly placed, the median microscopic field is 0.7% of F_m. Since d ln α = (b/F)dF/F, a change of that size along the main field alters α at the peak by 4 to 5%, up or down. Rare close groups of ions are not covered by this median.

Band-to-band tunnelling is negligible at this peak field. For a symmetric two-band gap, with E measured from midgap, the decay constant obeys κ² = 2m(E_g²/4 − E²)/E_g. The exponent is

(2/F_m) ∫κ dE = π√m E_g^(3/2)/(2√2 F_m) ≈ 41,

which gives a factor near 10⁻¹⁸. Tunnelling through defects is a separate matter and is not included.

**Beside a real device**

The parameters lie in the rough regime of a vertical GaN drift layer with shallow donors and a deep acceptor such as carbon. The heavy layer, with five acceptors for every six donors, is a deliberately strong case; the light layer, with one acceptor for every three donors, is a milder one. The ionization coefficients are a round model, so 1988 V is not a prediction for a product. Real devices also depart from the planar, defect-free junction, and field crowding or leakage can set a lower voltage. In the on-state they run warm; at 425 K, by the estimate above, the gain is about 15% instead of 29%. Contacts and substrate add resistance that this change does not touch, so the relative gain of the whole device is smaller still.

**What to do**

Enter D and A separately in the models for mobility and for the thermal ionization of donors, and add scattering rates before averaging over energy. Do not infer A from capacitance: per unit area C = ε/(4πW), and W² = εV/(2πN), so

1/C² = 8πV/(εN).

The slope yields N alone. The electron density measured against temperature carries information on A, because n(n + A) = n₁(N − n) and n₁ varies with temperature. This needs a known donor depth or data reaching low temperature. Between 250 and 425 K the heavy layer's n(T) is matched within 0.4% by the light layer's A with a 0.048 eV donor and 3% lower N; over 80 to 300 K the best such fit misses by about 7%. A Hall measurement must also be corrected for the Hall factor, which in this scattering model rises from 1.07 at 300 K to about 1.6 at 80 K in the heavy layer, more than that margin.

In growth, lower the acceptor density first where ion scattering is a sizeable part of the total or where the donors are deep enough that compensation binds many electrons, and reduce the donor supply by the same number per volume. Then confirm N before relying on the old voltage rating. This rule holds for randomly placed ions and acceptors that stay negative under bias. When the remaining resistance is close to the lattice limit, effort is better spent elsewhere.

Computed values

```
Electron mass: 0.2 m_e
Relative permittivity: 9.5
Band gap: 3.4 eV
Donor depth: 0.02 eV
Acceptor above valence edge: 0.9 eV
Lattice mobility, 300 K: 1200 cm2/Vs
Lattice mobility temperature power: -2
Ionization prefactor: 4e+06 cm^-1
Ionization field constant: 18 MV/cm
Net doping: 1e+16 cm^-3
Breakdown voltage, formula: 1988 V
Peak field at breakdown: 2.752 MV/cm
Depletion width: 14448 nm
Full-statistics voltage, heavy: 1988.024 V
Full-statistics voltage, light: 1988.024 V
Voltage after halving both: 3385.2 V
Heavy donors: 6e+16 cm^-3
Heavy acceptors: 5e+16 cm^-3
Heavy free electrons: 8.977e+15 cm^-3
Heavy charged ions: 1.09e+17 cm^-3
Heavy ion-only mobility: 4568 cm2/Vs
Heavy total mobility: 837.8 cm2/Vs
Heavy resistance: 1.199 mohm cm2
Light donors: 1.5e+16 cm^-3
Light acceptors: 5e+15 cm^-3
Light free electrons: 9.723e+15 cm^-3
Light charged ions: 1.972e+16 cm^-3
Light ion-only mobility: 2.554e+04 cm2/Vs
Light total mobility: 1094 cm2/Vs
Light resistance: 0.8479 mohm cm2
Resistance ratio light/heavy: 0.7072
Carrier factor in ratio: 0.9233
Mobility factor in ratio: 0.766
Uncompensated resistance: 0.8051 mohm cm2
Random-ion intensity (30 D, 25 A): 55.39
Close-pair intensity (30 D, 25 A): 5.311
Donor cross section / Born at 3kT: 0.935
Acceptor cross section / Born at 3kT: 0.8647
Resistance ratio, partial-wave scale: 0.7206
Heavy Debye length: 38.88 nm
Heavy ion spacing: 20.94 nm
Resistance ratio, spacing cutoff: 0.7884
Resistance ratio, 425 K: 0.8534
Resistance ratio, mass 0.22 m_e: 0.7066
Light electron density / band DOS: 0.00433
Band-to-band tunnelling exponent: 40.99
Median ion field / peak field: 0.00666
Acceptor electron/hole emission: 6.44e-29
Heavy voltage, donors up 1 percent: 1901.9 V
Heavy voltage, acceptors neutral: 530.54 V
```
